Pressure rise in a sealed deposition chamber fed with nitrogen

**The situation.** A chamber for thermal atomic layer deposition has a volume V = 5.0 L, and its walls are held at T = 500 K. A flow controller admits 100 sccm of nitrogen. At time zero the valve to the pump is shut while the inlet stays open, so gas enters and none leaves. The pressure at that moment is 100 Pa.

The unit sccm means standard cubic centimetres per minute. Here the standard state is T_s = 273.15 K and p_s = 1 atm = 101325 Pa, and the gas is taken as ideal. The gas constant is R = 8.314463 J/(mol K).

**Part (a).** Find the molar flow ṅ into the chamber. Explain why 100 sccm is not the volume of gas that enters the chamber per minute at chamber conditions.

**Answer.** One sccm stands for the amount of gas that would fill 1 cm³ at the standard state, delivered each minute. It therefore fixes a number of moles per unit time, whatever the temperature and pressure further down the line. At chamber conditions the same moles fill a different volume.

In SI units the standard volume flow is

Q_s = 100 × 10⁻⁶ m³ / 60 s = 1.66667 × 10⁻⁶ m³/s.

The ideal gas law at the standard state gives p_s/(R T_s) moles per cubic metre, so

ṅ = p_s Q_s/(R T_s)
  = (101325 Pa × 1.66667 × 10⁻⁶ m³/s)/(8.314463 J/(mol K) × 273.15 K)
  = 7.436 × 10⁻⁵ mol/s.

**Part (b).** Assume that all the gas in the chamber is at 500 K, and that there is no leak, outgassing, adsorption or reaction. Show that the pressure rises at about 62 Pa/s. How long does it take to reach 200 Pa?

**Answer.** With no outlet and no other source, the amount of gas n obeys

dn/dt = ṅ.

The ideal gas law for the chamber is p = nRT/V. Since V and T are constant, differentiation acts on n alone:

dp/dt = (RT/V) dn/dt = ṅRT/V.

Inserting ṅ from part (a), R cancels:

dp/dt = [p_s Q_s/(R T_s)] RT/V = p_s Q_s T/(T_s V).

The product p_s Q_s is 0.168875 Pa m³/s, and T/T_s = 500/273.15 = 1.8305. Hence

dp/dt = 0.168875 Pa m³/s × 1.8305/(5.0 × 10⁻³ m³) = 61.8 Pa/s,

which is about 62 Pa/s, or 0.464 Torr/s. The units agree, because Pa m³/s divided by m³ is Pa/s.

The right-hand side does not contain p, so the rise is linear in time. Going from 100 Pa to 200 Pa takes

t = 100 Pa/(61.8 Pa/s) = 1.62 s.

The ideal gas law can itself be replaced by a count of molecular impacts. The pressure was computed as the momentum given to a wall by molecules with a Maxwell distribution of velocities, both at the standard state, to fix the number density, and in the chamber at 500 K. This also gives 61.8 Pa/s. Non-interacting molecules with this distribution are the ideal gas itself, so the agreement confirms the arithmetic and not the assumption of ideality, which is examined in part (g).

**Part (c).** What rate follows if the factor T/T_s is left out? What rate follows if the controller's standard temperature is 293.15 K, with its reading, p_s, V and T unchanged?

**Answer.** Without the factor, the rate would be p_s Q_s/V = 33.8 Pa/s. That is the rate for a chamber at 273.15 K. The hotter chamber receives the same number of molecules per second, but each mole contributes RT/V to the pressure, which grows in proportion to T.

The standard temperature stands in the denominator. Raising it to 293.15 K means that each standard cubic centimetre holds fewer moles, so

dp/dt = 61.8 Pa/s × 273.15/293.15 = 57.6 Pa/s.

This is 6.8% below the result of part (b). A flow in sccm is thus incomplete until its standard state is given.

**Part (d).** The nitrogen arrives from a line at T_in = 300 K. Treat the chamber gas as having one temperature T_g, with molar heat capacities c_v = 5R/2 and c_p = 7R/2. The walls supply heat at the rate G(T − T_g). Find the rate of pressure rise for G = 0, and then for G > 0 once T_g has settled.

**Answer.** Take the internal energy of the gas as U = n c_v T_g. Each entering mole brings its own internal energy c_v T_in and also the work RT_in done by the gas behind it in pushing it in. Together these are c_p T_in, since c_p = c_v + R. The gas in the supply line is assumed slow enough for its kinetic energy to be neglected. This needs a wide enough line: at 100 Pa and 300 K the mean speed is about 24 m/s in a bore of 10 mm, where the neglect is safe, but about 150 m/s in a bore of 4 mm, where the kinetic energy is a few percent of c_p T_in. Energy conservation then reads

dU/dt = ṅ c_p T_in + G(T − T_g).

For G = 0, use p = nRT_g/V = (R/c_v) U/V. With γ = c_p/c_v = 7/5,

dp/dt = (R/(c_v V)) ṅ c_p T_in = γ ṅ R T_in/V = 51.9 Pa/s.

The wall temperature has dropped out. Compared with part (b), T has been replaced by γT_in = 1.4 × 300 K = 420 K, and 420/500 = 0.84, so the rate is 16% lower. The replacement temperature lies above 300 K because the work of pushing the gas in ends up as internal energy.

For G > 0, the product rule gives dU/dt = c_v(ṅT_g + n dT_g/dt). Moving the first term to the other side,

n c_v dT_g/dt = ṅ(c_p T_in − c_v T_g) + G(T − T_g).

The temperature stops changing at the value T* for which the right-hand side is zero:

(ṅ c_v + G) T* = ṅ c_p T_in + G T.

Subtracting both sides from (ṅ c_v + G) T gives the temperature deficit

T − T* = ṅ(c_v T − c_p T_in)/(ṅ c_v + G).

From then on T_g is constant, and the argument of part (b) gives dp/dt = ṅRT*/V. For large G, T* tends to T and the result of part (b) returns.

**Part (e).** Estimate G for heat conduction alone, replacing the chamber by a cube of equal volume. Take k = 0.04 W/(m K), a rough value for nitrogen near 500 K. Is the assumption of gas at 500 K justified?

**Answer.** The cube has side L = 0.171 m. Suppose that the heat needed by the gas is taken up evenly, at a rate q per unit volume. In the steady state the local deficit θ = T − T_local obeys

−k∇²θ = q, with θ = 0 at the walls.

Measure position in units of L and write θ = (qL²/k)u. Then −∇²u = 1 in a unit cube, with u = 0 on its faces. If c is the mean of u, the mean deficit is cqL²/k. The total heat flow is qL³, so

G = qL³/(cqL²/k) = kL/c.

To find c, expand the constant 1 in products sin(lπx) sin(mπy) sin(nπz), where n is now an integer index. The coefficients are 64/(π³lmn) for odd l, m, n and zero otherwise. The operator −∇² multiplies each product by π²(l² + m² + n²), so the coefficients of u are those of 1 divided by this factor. The mean of each product over the cube is 8/(π³lmn). Therefore

c = Σ 512/[π⁸ l²m²n²(l² + m² + n²)] = 0.0202, summed over odd l, m, n.

A finite-difference solution on a grid gives 0.0200, which agrees within 1%. With the series value,

G = 0.04 W/(m K) × 0.171 m/0.0202 = 0.34 W/K.

For the deficit, c_v T − c_p T_in = (1250 − 1050) K × R = 200 K × R. The term ṅc_v is less than 1% of G, and the formula of part (d) gives

T − T* = 0.36 K.

The rate falls by the fraction 0.36/500, or 0.07%. Since G is much larger than ṅc_v, the balance with a single gas temperature settles in a time of about n c_v/G, which is 7 ms at 100 Pa. Diffusion of heat across the cube, at uniform pressure, makes the time about twice as long: the slowest mode decays with a time constant of about 15 ms, and 95% of the settling takes about 40 ms. It grows in proportion to n, but remains short beside the 1.62 s of the rise. Numerical integration of the energy balance confirms both the settled temperature and the rate.

Within this model the assumption is well justified. The deficit is small partly because two effects oppose each other: the entering gas needs heat, while the rising pressure warms the gas by compression. If the entering gas takes up its heat in one place, the mean deficit can change in size and even in sign, but with conduction alone it stays within about 3 K, or 0.6% of the rate. The model does not resolve the inlet jet, however. Gas that stays in a cold stream or a cold corner is not described by an evenly spread heat uptake.

**Part (f).** Suppose that a fraction f = 0.10 of the volume, near the inlet and the door, stays at T_c = 300 K, while the rest is at 500 K. Find the rate of rise. When may the pressure be taken as uniform?

**Answer.** At a common pressure p, the warm part holds p(1 − f)V/(RT) moles and the cold part holds pfV/(RT_c). Their sum is

n = (pV/R)[(1 − f)/T + f/T_c].

The bracket is constant, so with dn/dt = ṅ,

dp/dt = ṅR/{V[(1 − f)/T + f/T_c]}.

For f = 0 this is the result of part (b), and for f = 1 it is the same result with T_c in place of T. Here the rate of part (b) is divided by 0.90 + 0.10 × 500/300 = 1.067, which gives 58.0 Pa/s, a fall of 6.25%. The cold part is denser, so it takes up more of the incoming gas for the same rise in pressure.

Uniform pressure needs two conditions:

- Pressure differences must even out quickly. Sound crosses the cube in 0.38 ms, during which the pressure rises by 0.02 Pa, very little beside 100 Pa. This estimate holds for open space. A volume behind a long, narrow tube fills more slowly, and its pressure can lag further behind.
- The mean free path must be short compared with the passages that join the zones. At 100 Pa and 500 K it is about 0.11 mm, against a cube side of 171 mm. In narrow passages the condition fails gradually, and zones at different temperatures keep different pressures (thermal transpiration). Between 500 K and 300 K at 100 Pa, the cold side is lower by roughly 0.3 to 0.5% across a tube of 4 mm bore and by 3 to 5% across one of 1 mm. In gaps of about 0.1 mm the difference approaches the free-molecular limit 1 − (300/500)^(1/2), about 23%.

**Part (g).** Which neglected effects matter most in a real reactor of this kind?

**Answer.** During a purge with the pump valve open, gas also leaves the chamber. If the pump removes a volume S per second at chamber conditions, the balance becomes

V dp/dt = ṅRT − Sp,

and the pressure settles at ṅRT/S. The steady rise of part (b) belongs to the time after the valve is shut, as in a check of the flow controller.

The assumption most open to doubt is the uniform gas temperature, because doors, gas lines and gauge tubes can be cooler than the heated walls. A tenth of the volume at 300 K lowers the rate by about 6%, and the limit of no wall heating lowers it by 16%. An unnoticed difference in standard temperature costs nearly 7%. A flow error of 1% changes the rate by 0.6 Pa/s.

Two other effects, outgassing and non-ideality, are much smaller here. Outgassing at 10⁻⁴ Pa m³/s per square metre, a rough high value for steel, adds about 0.004 Pa/s over the area of the cube if the throughput is counted at chamber temperature. Walls that still hold water or precursor can release more, which a pressure-rise test with the inlet also shut would reveal. Non-ideality can be estimated from the second virial coefficient B, for which p ≈ (nRT/V)(1 + Bn/V). A Lennard-Jones potential with rough nitrogen parameters (well depth 95 K times the Boltzmann constant, diameter 0.37 nm) gives B ≈ −10 cm³/mol at 273.15 K. A standard cubic centimetre of real nitrogen would then hold about 0.04% more moles than the ideal value. In the chamber, at 200 Pa and 500 K, the correction is below 0.0001%.

A measured rate 6% below 61.8 Pa/s therefore does not by itself show that the flow controller is wrong. The standard state of the controller and the temperatures of all connected volumes have to be settled first. The computed values are collected in the numerical output.

Numbers as computed

```
Standard flow: 100 sccm
Chamber volume: 5.0 L
Gas temperature: 500 K
Standard temperature: 273.15 K
Standard pressure: 101325 Pa
Gas constant: 8.314463 J/(mol K)
Standard volume flow: 1.66667e-06 m^3/s
Molar flow: 7.43584e-05 mol/s
Standard throughput p_s*Q_s: 0.168875 Pa m^3/s
Temperature factor T/T_s: 1.83050
Throughput at chamber temperature: 0.309125 Pa m^3/s
Rate of pressure rise, formula: 61.825 Pa/s
Rate of pressure rise, kinetic quadrature: 61.825 Pa/s
Rate of pressure rise, converted: 0.4637 Torr/s
Rate if T/T_s is left out: 33.775 Pa/s
Starting pressure: 100 Pa
Final pressure: 200 Pa
Time from starting to final pressure: 1.617 s
Other standard temperature: 293.15 K
Rate with other standard temperature: 57.607 Pa/s
Change from other standard: -6.82 %
Cold volume fraction: 0.10
Cold zone temperature: 300 K
Rate with cold zone: 57.961 Pa/s
Change from cold zone: -6.25 %
Inlet gas temperature: 300 K
Rate without wall heating: 51.933 Pa/s
Change without wall heating: -16.00 %
Thermal conductivity, rough: 0.040 W/(m K)
Side of cube of equal volume: 0.1710 m
Cube constant, series: 0.02017
Cube constant, grid: 0.02003
Wall conductance: 0.3391 W/K
Heating time at starting pressure: 7.37 ms
Gas temperature deficit: 0.363 K
Change from incomplete heating: -0.073 %
Rate change for 1 % flow error: 0.618 Pa/s
Outgassing per area, rough: 1.0e-04 Pa m^3/(s m^2)
Rate from outgassing: 0.00351 Pa/s
Lennard-Jones well depth over k_B, rough: 95 K
Molecular diameter, rough: 0.37 nm
Virial coefficient at T_s: -10.04 cm^3/mol
Virial coefficient at T: 17.11 cm^3/mol
Non-ideal change of standard density: 0.0448 %
Non-ideal change of final pressure: 0.000082 %
Mean free path at starting pressure: 0.1135 mm
Mean free path over cube side: 6.64e-04
Sound crossing time: 0.375 ms
Pressure rise in one crossing: 0.0232 Pa
```
